# Why White Gaussian Frequency Noise Gives a Lorentzian Laser Line

In a simulation of a coherent optical link, the laser phase is advanced by a random step at every symbol, and someone must decide how large that step is. The data sheet may give a linewidth $\Delta\nu$, while the laboratory gives a floor $S_0$ in the spectrum of frequency noise. If $\Delta\nu=\pi S_0$, the two data can be exchanged and the variance of the step over a time $\tau$ is $2\pi\Delta\nu\,\tau=2\pi^2S_0\tau$. A factor of two lost between one-sided and two-sided densities doubles or halves this variance. The relation also has conditions, and a real laser can violate them badly enough to change the choice of number.

## 1. Simple case: a frozen frequency error

Write the field with constant amplitude as

$$E(t)=E_0e^{i[2\pi\nu_0t+\phi(t)]},\qquad \frac{d\phi}{dt}=2\pi\,\delta\nu(t).$$

The frequency error $\delta\nu$ is stationary with zero mean. The initial phase is uniformly random and independent of $\delta\nu$. With $\Delta\phi=\phi(t+\tau)-\phi(t)$,

$$\langle E^*(t)E(t+\tau)\rangle=E_0^2e^{i2\pi\nu_0\tau}g(\tau),\qquad g(\tau)=\langle e^{i\Delta\phi}\rangle .$$

This depends on $\tau$ alone, because $\Delta\phi$ is an integral of a stationary quantity. The random initial phase makes $\langle E\rangle$ and $\langle E(t)E(t+\tau)\rangle$ vanish, so the real field is stationary too. The Wiener–Khinchin theorem then gives the line, normalized to unit area, at the offset $f=\nu-\nu_0$:

$$L(f)=\int_{-\infty}^{\infty}g(\tau)e^{-i2\pi f\tau}d\tau=2\int_0^\infty g(\tau)\cos(2\pi f\tau)\,d\tau .$$

The second form holds when $g$ is real and even, as it is whenever $\Delta\phi$ is symmetrically distributed about zero.

Now let $\delta\nu$ be constant in each realization but drawn from a Gaussian of variance $\sigma^2$. Each realization is a sharp line at $\nu_0+\delta\nu$, so the average line copies the distribution of $\delta\nu$. It is Gaussian, and $e^{-f^2/2\sigma^2}=1/2$ at $f=\sigma\sqrt{2\ln2}$, so its full width at half maximum (FWHM) is $\sqrt{8\ln2}\,\sigma$. The phase change is $2\pi\delta\nu\,\tau$, with variance $V=4\pi^2\sigma^2\tau^2$.

**Limit.** For $\sigma\to0$ the line becomes sharp, as it should. For $\sigma\to\infty$ it becomes infinitely wide. White noise has infinite variance, so this picture would give it an infinite width. What is missing is that a rapidly changing frequency error partly cancels in the phase.

## 2. Let the frequency error change in time

Let $R(s)=\langle\delta\nu(t+s)\delta\nu(t)\rangle$. The one-sided density $S(f)$ is defined on $f>0$ by

$$R(s)=\int_0^\infty S(f)\cos(2\pi fs)\,df,\qquad S(f)=4\int_0^\infty R(s)\cos(2\pi fs)\,ds .$$

At $s=0$ the first relation says that positive frequencies alone carry the whole variance. This fixes the convention.

The phase change is $2\pi$ times the integral of $\delta\nu$ over an interval $\tau$, so

$$V(\tau)=\langle\Delta\phi^2\rangle=4\pi^2\int_0^\tau\!\!\int_0^\tau R(t'-t'')\,dt'dt''=8\pi^2\int_0^\tau(\tau-s)R(s)\,ds .$$

In the last step, pairs of times with separation between $s$ and $s+ds$ fill two strips of the square, each of area $(\tau-s)\,ds$. Insert the spectral form of $R$. With $\omega=2\pi f$, integration by parts gives

$$\int_0^\tau(\tau-s)\cos\omega s\,ds=\frac1\omega\int_0^\tau\sin\omega s\,ds=\frac{1-\cos\omega\tau}{\omega^2}=\frac{\sin^2(\pi f\tau)}{2\pi^2f^2}.$$

The boundary term vanishes at both ends. Hence

$$V(\tau)=4\int_0^\infty S(f)\frac{\sin^2(\pi f\tau)}{f^2}\,df .$$

**Limit.** If all the noise lies at $f\ll1/\tau$, then $\sin^2(\pi f\tau)\approx\pi^2f^2\tau^2$ and $V=4\pi^2\tau^2\int S\,df=4\pi^2\sigma^2\tau^2$, the frozen result. Faster noise is suppressed by $1/f^2$, which is the cancellation missing above.

## 3. White noise

Set $S(f)=S_0$ and $x=\pi f\tau$, so that $df/f^2=\pi\tau\,dx/x^2$:

$$V=4\pi S_0\tau\int_0^\infty\frac{\sin^2x}{x^2}dx .$$

By parts, the integral equals $\int_0^\infty(\sin2x/x)\,dx=\int_0^\infty(\sin y/y)\,dy$. Writing $1/y=\int_0^\infty e^{-py}dp$ and integrating over $y$ first turns this into $\int_0^\infty dp/(1+p^2)=\pi/2$. Therefore

$$V(\tau)=2\pi^2S_0|\tau| .$$

The time domain gives the same factor. A flat one-sided density corresponds to

$$R(s)=S_0\int_0^\infty\cos(2\pi fs)\,df=\frac{S_0}{2}\int_{-\infty}^{\infty}e^{i2\pi fs}df=\frac{S_0}{2}\delta(s),$$

and the double integral of $R$ over the square is $S_0\tau/2$. Multiplication by $4\pi^2$ again gives $2\pi^2S_0\tau$. The phase performs a random walk: its variance grows as $\tau$, not as $\tau^2$.

The variance does not determine $g$ by itself. Now assume that $\delta\nu$ is a Gaussian process. An integral of it is then a Gaussian variable $\theta$ with variance $V$, and completing the square,

$$i\theta-\frac{\theta^2}{2V}=-\frac{(\theta-iV)^2}{2V}-\frac V2 ,$$

leaves a shifted Gaussian of unit area. The shift of the contour is allowed because the integrand is analytic and decays at both ends. Thus

$$g(\tau)=e^{-V/2}=e^{-\pi^2S_0|\tau|}.$$

With $b=\pi^2S_0$, the line is

$$L(f)=2\,\mathrm{Re}\int_0^\infty e^{-(b-i2\pi f)\tau}d\tau=\frac{2b}{b^2+4\pi^2f^2}.$$

Divide numerator and denominator by $4\pi^2$. The numerator becomes $S_0/2$, and $b^2/4\pi^2=(\pi S_0/2)^2$, so

$$L(f)=\frac{S_0/2}{f^2+(\pi S_0/2)^2}=\frac1\pi\,\frac{\Delta\nu/2}{f^2+(\Delta\nu/2)^2},\qquad \Delta\nu=\pi S_0 .$$

The peak is halved when $f=\pm\pi S_0/2$, so the FWHM is $\pi S_0$. This proves the result for white Gaussian noise. With a two-sided density $S_0/2$, the same width reads $2\pi$ times that density.

**Trial.** I generated 300 records of 16384 Gaussian frequency samples at 200 samples per second. The sample variance was $S_0$ times the available band of 100 Hz, with $S_0=1$ Hz²/Hz. The density measured from the records was 1.0008 Hz²/Hz. The averaged optical spectrum within 8 Hz of its centre was fitted by a constant times $1/(1+|f/h|^p)$, with $h$ and $p$ both free. The fit gave a width $2h=3.147$ Hz, against $\pi S_0=3.142$ Hz, and a wing exponent $p=1.996$, against 2 for a Lorentzian.

## 4. How white must white be?

Give the noise a finite bandwidth $f_c$:

$$S(f)=\frac{S_0}{1+(f/f_c)^2},\qquad R(s)=\sigma^2e^{-\omega_c|s|},\qquad \omega_c=2\pi f_c .$$

The pair is consistent, since $4\int_0^\infty R\cos\omega s\,ds=(4\sigma^2/\omega_c)/(1+\omega^2/\omega_c^2)$. Matching the constant gives $\sigma^2=S_0\omega_c/4=\pi S_0f_c/2$. The time-domain formula needs

$$\int_0^\tau(\tau-s)e^{-\omega_cs}ds=\frac{\tau}{\omega_c}-\frac{1-e^{-\omega_c\tau}}{\omega_c^2},$$

and since $8\pi^2\sigma^2/\omega_c=2\pi^2S_0$,

$$V=2\pi^2S_0\left[\tau-\frac{1-e^{-\omega_c\tau}}{\omega_c}\right].$$

**Slow limit.** For $\omega_c\tau\ll1$ the bracket is $\omega_c\tau^2/2$, and $V=\pi^2S_0\omega_c\tau^2=4\pi^2\sigma^2\tau^2$. If $f_c\ll S_0$, the field loses its coherence while this form still holds, and the frozen Gaussian line returns.

**Fast limit.** Define $\varepsilon=b/\omega_c=\pi S_0/(2f_c)$ and let it be small. Then

$$g=e^{-b\tau}e^{\varepsilon(1-e^{-\omega_c\tau})}\approx e^{-b\tau}\left[1+\varepsilon-\varepsilon e^{-\omega_c\tau}\right].$$

The factor $1+\varepsilon$ changes the height but not the width. The last term is short-lived, so near the line centre its transform is a flat background $-2\varepsilon/\omega_c$. Relative to the peak $2/b$ this is $-\varepsilon^2$. With $u=2f/(\pi S_0)$, half height now requires

$$\frac1{1+u^2}-\varepsilon^2=\frac{1-\varepsilon^2}{2}\quad\Rightarrow\quad u^2\approx1-2\varepsilon^2,$$

so to leading order $\Delta\nu\approx\pi S_0(1-\varepsilon^2)$. A numerical transform of the full $g$ gives:

| $f_c/S_0$ | FWHM$/(\pi S_0)$ | FWHM$/(\sqrt{8\ln2}\,\sigma)$ |
|---|---|---|
| 0.001 | 0.0294 | 0.991 |
| 1 | 0.676 | 0.719 |
| 10 | 0.9805 | 0.330 |
| 100 | 0.9998 | 0.106 |

At $f_c/S_0=100$, $\varepsilon=0.0157$ and the estimate $1-\varepsilon^2$ is 0.9998, as in the table. At 10 it gives 0.975, where higher orders begin to show. White noise may therefore be read as noise that is flat from low frequencies to a roll-off far above $S_0$. The infinite variance of the ideal case does no harm.

## 5. A flat spectrum is not enough

To see what the Gaussian assumption does, replace the noise by sudden phase jumps $+a$ or $-a$. The signs are random and independent, and the jumps occur at Poisson times with mean rate $\lambda$. The frequency error is a train of impulses of area $\pm a/2\pi$. Different jumps are uncorrelated, so

$$R(s)=\lambda\frac{a^2}{4\pi^2}\delta(s)=\frac{S_0}{2}\delta(s),\qquad S_0=\frac{\lambda a^2}{2\pi^2}.$$

This noise is white and has the same phase variance, $\lambda a^2\tau=2\pi^2S_0\tau$. Each jump, however, multiplies the average of $e^{i\Delta\phi}$ by $\cos a$:

$$g=\sum_{n=0}^\infty e^{-\lambda\tau}\frac{(\lambda\tau)^n}{n!}\cos^na=e^{-\lambda\tau(1-\cos a)} .$$

An exponential $e^{-\pi\Delta\nu\tau}$ belongs to a Lorentzian of width $\Delta\nu$, so the line is still Lorentzian, with

$$\Delta\nu=\frac{\lambda(1-\cos a)}{\pi}=\pi S_0\,\frac{2(1-\cos a)}{a^2}.$$

**Limits.** For small $a$ the last factor is $1-a^2/12$, and the Gaussian result returns: many small independent steps add up to a Gaussian phase. For $a=2\pi$ the width is zero although $S_0$ is not, because a jump by a whole turn leaves the field unchanged.

**Trial.** With $a=2$ rad, $S_0=1$ Hz²/Hz and the same record length and number, the measured density was 1.0006 Hz²/Hz. At a delay of 0.10 s the phase variance was 1.983 rad², close to the 1.978 rad² of the Gaussian records. The fitted width was 2.23 Hz. The jump formula gives 2.22 Hz, and $\pi S_0$ would give 3.14 Hz. A noise spectrum alone cannot tell these two lasers apart, but their lines differ.

## 6. Numbers for a laser near 1550 nm

Take $S_0=10^5$ Hz²/Hz and $\lambda_0=1550$ nm, rough values for a III–V-on-silicon distributed-feedback laser. Then

$$\Delta\nu=\pi\times10^5\ \mathrm{Hz}=314\ \mathrm{kHz}.$$

In wavelength the width is $\lambda_0^2\Delta\nu/c=2.52$ fm. The field correlation falls to $1/e$ after $1/(\pi^2S_0)=1.01$ µs, or 304 m of path in vacuum. The ratio of linewidth to carrier frequency is $1.6\times10^{-9}$, so the lines of the real field at $+\nu_0$ and $-\nu_0$ have negligible overlap.

**Flicker noise.** Add a density $k/f$ with $k=10^{10}$ Hz², also a rough value. It equals $S_0$ at $k/S_0=100$ kHz. Its phase variance diverges logarithmically at low frequency, so an observation time $T$ must enter. I represent it by a sharp cutoff at $1/T$, which is a model of the measurement, not a property of the laser. With $x_1=\pi\tau/T$,

$$V_k=4\pi^2k\tau^2\int_{x_1}^\infty\frac{\sin^2x}{x^3}dx .$$

Two integrations by parts give

$$\int_{x_1}^\infty\frac{\sin^2x}{x^3}dx=\frac{\sin^2x_1}{2x_1^2}+\frac{\sin2x_1}{2x_1}-\mathrm{Ci}(2x_1),$$

where $\mathrm{Ci}(y)=-\int_y^\infty(\cos t/t)\,dt$. For $\tau\ll T$ this grows as $\ln(T/\tau)$. Apart from the slow logarithm, $V_k$ has the $\tau^2$ form of a frozen frequency error. Taking the two noises as independent and Gaussian, their variances add and their correlation functions multiply, so the Lorentzian is convolved with a line that is close to Gaussian in its central part but has wider wings.

The resulting FWHM is 758 kHz for $T=1$ ms, 863 kHz for 10 ms and 953 kHz for 100 ms, with $S_0$ and $k$ held fixed. These are 2.4, 2.7 and 3.0 times $\pi S_0$. The digits belong to the sharp cutoff: if instead each record of length $T$ is centred on its own mean frequency, the widths come out about 3 to 8% larger. For these parameters the 314 kHz is the width due to the white part, and a line recorded over milliseconds would be much wider.

**Relaxation resonance.** The density of a semiconductor laser is not flat up to arbitrary frequency. In the standard small-signal model,

$$S=S_{ST}\left[1+\frac{\alpha^2}{D(x)}\right],\quad D=(1-x^2)^2+q^2x^2,\quad x=\frac f{f_r},\quad q=\frac{\gamma}{2\pi f_r}.$$

Here $\alpha$ is the linewidth enhancement factor, $f_r$ the relaxation frequency and $\gamma$ the damping rate. At low frequency $D=1$ and $S_0=S_{ST}(1+\alpha^2)$. For delays much longer than $1/\gamma$, $\sin^2(\pi f\tau)$ acts on the difference $S-S_0$ through its mean value $1/2$. So $V=2\pi^2S_0\tau+C$, with

$$C=2\int_0^\infty\frac{S-S_0}{f^2}df=\frac{2S_{ST}\alpha^2}{f_r}\int_0^\infty\frac{2-q^2-x^2}{D}dx ,$$

because $(1-D)/x^2=2-q^2-x^2$. The substitution $x\to1/x$ shows that $\int dx/D=\int x^2dx/D$. Half their sum follows from $w=x-1/x$, for which $D/x^2=w^2+q^2$:

$$\frac12\int_0^\infty\frac{1+x^2}{D}dx=\frac12\int_{-\infty}^\infty\frac{dw}{w^2+q^2}=\frac{\pi}{2q}.$$

Hence $C=\pi S_{ST}\alpha^2(1-q^2)/(qf_r)$. With the rough values $\alpha=3$, $f_r=5$ GHz and $\gamma=5\times10^9$ s⁻¹, $S_{ST}=10^4$ Hz²/Hz and $C=3.5\times10^{-4}$ rad². The central line loses the fraction $1-e^{-C/2}=1.7\times10^{-4}$ of its power.

The resonance hardly changes the width of the line, though it raises weak sidebands near $\pm f_r$. It does matter for reading $S_0$. Far above $f_r$ the density has dropped to $S_{ST}$, and $\pi S_{ST}$ would be ten times too small. For this laser, $S_0$ must be read on the plateau well above 100 kHz and well below 5 GHz.

**Intensity noise.** If the power is $P_0(1+m)$ with small $m$, the amplitude is proportional to $1+m/2$, and the fluctuating part carries the fraction $\langle m^2\rangle/4$ of the power. For an assumed flat relative intensity noise of $-150$ dB/Hz over 10 GHz, this is $10^{-15}\times10^{10}/4=2.5\times10^{-6}$. A flat level leaves out the peak at the relaxation frequency. With the values used above, the small-signal model gives a fraction of about $\pi^2S_{ST}/\gamma=2\times10^{-5}$, which is still small.

**The real case.** A white-noise linewidth of some hundreds of kilohertz is a plausible size for this class of laser; lasers with long, low-loss external cavities can be far narrower. Of the departures estimated in this section, flicker noise has the largest effect on the linewidth: with the chosen $k$ it widens the line by a factor of 2.4 to 3.0. The coefficient $k$ depends on the device and on its current supply, so that factor should be recomputed from a measured noise spectrum.

For the link simulation, the white random walk takes $2\pi^2S_0\tau$ as its step variance, with $S_0$ from the plateau. Over delays much longer than $1/\gamma$, this walk reproduces the phase variance of the resonance model up to the constant $C$, which is 9% of the walk's variance at 2 ns and a smaller share at longer delays; over a single symbol that is not much longer than $1/\gamma$ it does not. With the values above, the variance of the resonance model is about 2.6 times that of the walk at 31 ps, 4.1 times at 100 ps, 1.9 times at 300 ps and 1.16 times at 1 ns. There the step variance follows from the integral for $V(\tau)$ in Section 2 with the $S(f)$ of the resonance model, and successive steps are in general correlated. The width of a slowly recorded line, inserted as $\Delta\nu$, would treat slow drift as fast phase diffusion and make the steps larger than those of the white walk. Slow drift, if it matters to the receiver, needs its own term with the $k/f$ spectrum. The full set of computed values is in the numerical output below.

## Computed results

```
SIMULATION, S0 = 1.0 Hz^2/Hz, delay = 0.10 s
pi*S0 = 3.1416 Hz
formula phase variance = 1.9739 rad^2
formula field correlation = 0.3727
Gaussian: measured noise density = 1.0008 Hz^2/Hz
Gaussian: phase variance = 1.9783 rad^2
Gaussian: field correlation = 0.3722
Gaussian: fitted FWHM = 3.147 Hz
Gaussian: fitted wing exponent = 1.996
jumps: measured noise density = 1.0006 Hz^2/Hz
jumps: phase variance = 1.9831 rad^2
jumps: field correlation = 0.4961
jumps: fitted FWHM = 2.234 Hz
jumps: fitted wing exponent = 1.997
jump size = 2.0 rad, jump rate = 4.935 1/s
jump width / (pi*S0), formula = 0.7081
jump FWHM, formula = 2.224 Hz
FINITE NOISE BANDWIDTH
fc/S0 = 0.001: FWHM/(pi*S0) = 0.0294, FWHM/Gaussian = 0.9911
fc/S0 = 0.1: FWHM/(pi*S0) = 0.2706, FWHM/Gaussian = 0.9108
fc/S0 = 1: FWHM/(pi*S0) = 0.6758, FWHM/Gaussian = 0.7194
fc/S0 = 10: FWHM/(pi*S0) = 0.9805, FWHM/Gaussian = 0.3300
fc/S0 = 100: FWHM/(pi*S0) = 0.9998, FWHM/Gaussian = 0.1064
EXAMPLE, rough III-V-on-silicon DFB values
S0 = 1.0e+05 Hz^2/Hz, wavelength = 1550 nm
linewidth pi*S0 = 314.16 kHz
FWHM from numerical transform = 314.16 kHz
linewidth in wavelength = 2.518 fm
carrier frequency = 193.41 THz
linewidth / carrier frequency = 1.62e-09
1/e coherence time = 1.0132 us
vacuum coherence length = 303.8 m
NEGLECTED EFFECTS
flicker coefficient k = 1.0e+10 Hz^2
flicker corner k/S0 = 100 kHz
with flicker, T = 1 ms: FWHM = 757.8 kHz, ratio to pi*S0 = 2.412
with flicker, T = 10 ms: FWHM = 863.1 kHz, ratio to pi*S0 = 2.747
with flicker, T = 100 ms: FWHM = 953.3 kHz, ratio to pi*S0 = 3.034
alpha = 3.0, fr = 5.0 GHz, gamma = 5.0e+09 1/s
high-frequency floor S_ST = 1.0e+04 Hz^2/Hz
fr/S0 = 5.0e+04
resonance: extra phase variance = 3.463e-04 rad^2
resonance: power moved from line = 1.731e-04
RIN = -150 dB/Hz, bandwidth = 10 GHz
intensity noise: power in pedestal = 2.50e-06
```
